# Why oxygen first raises, then lowers, fluorine density in CF4 plasmas

## A case that can be seen through

Electron impact splits CF$_4$ into F and CF$_3$. Suppose that each CF$_3$ radical has just two possible ends:

$$
\mathrm{F+CF_3\to CF_4},\qquad \mathrm{O+CF_3\to COF_2+F}.
$$

The first undoes the dissociation, and no free fluorine is left. The second removes the radical that would have recombined and frees another F atom, so the original dissociation leaves two.

Let $x$ be the O$_2$ fraction of the feed and $N$ the total gas density. If $\nu_d$ and $\nu_o$ are the dissociation frequencies of CF$_4$ and O$_2$, CF$_3$ radicals and O atoms are born at the rates per volume

$$
G=\nu_dN(1-x),\qquad S=2\nu_oNx .
$$

The factor 2 counts the two atoms in O$_2$. Suppose also that O captures CF$_3$ so efficiently that the scarcer partner is used up. The capture rate is then the smaller of $S$ and $G$. With F lost at frequency $\nu_F$, its steady density $n$ obeys

$$
\nu_Fn=2\min(S,G).
$$

This is a tent. On its left side oxygen is scarce, and each new O atom rescues fluorine. On its right side every CF$_3$ is already captured. More oxygen then just replaces the gas that carries the fluorine. The top lies where $S=G$:

$$
2\nu_ox=\nu_d(1-x)\quad\Rightarrow\quad x=\frac{\nu_d}{\nu_d+2\nu_o}.
$$

For equal dissociation frequencies this is $x=1/3$.

In a real discharge some O atoms are lost before they meet CF$_3$, and some CF$_3$ is lost in other ways. These losses round the tent and can even remove its rising side. A model that includes them can still be solved.

## The balances

Let $r$ and $o$ be the densities of CF$_3$ and O. The capture and recombination rates are

$$
s=k_s\,o\,r,\qquad R=k_r\,n\,r .
$$

Recombination needs a third body, so $k_r$ is an effective coefficient at the chosen pressure. The frequencies $\nu_F,\nu_R,\nu_O$ describe all other losses of F, CF$_3$ and O: pumping, and diffusion to a wall followed by reaction there. The capital subscript in $\nu_O$ distinguishes atom loss from the dissociation frequency $\nu_o$. All frequencies, coefficients and $N$ are positive and independent of $x$ unless a limiting case says otherwise. The discharge is uniform, and so little feed gas is converted that its densities remain $N(1-x)$ and $Nx$.

Setting production equal to loss gives

$$
\begin{aligned}
\text{F:}\quad &G+s-R=\nu_Fn,\\
\text{CF}_3:\quad &G=s+R+\nu_Rr,\\
\text{O:}\quad &S=s+\nu_Oo .
\end{aligned}
$$

The first line contains the whole explanation as a budget. Dilution lowers $G$, scavenging adds $s$, and suppressed recombination makes the subtraction $R$ smaller.

Replacing $G$ in the F balance by the right side of the CF$_3$ balance cancels $R$:

$$
\nu_Fn=2s+\nu_Rr. \tag{1}
$$

A dissociation event therefore leaves two F atoms if its CF$_3$ is captured, one if the CF$_3$ is lost otherwise, and none if it recombines. Define the net yield per dissociation as $Y=(2s+\nu_Rr)/G$. Then

$$
n=\frac{\nu_dN}{\nu_F}(1-x)\,Y(x),\qquad Y<2. \tag{2}
$$

The bound follows from $2G-(2s+\nu_Rr)=2R+\nu_Rr>0$. Oxygen can improve the yield, but never beyond two, while the factor $1-x$ goes to zero. At an interior maximum the logarithmic derivative of (2) vanishes:

$$
\frac{Y'}{Y}=\frac1{1-x}.
$$

There the relative gain in yield just balances the relative loss of CF$_4$.

These balances have one steady state for each $x$. The O balance gives $o=S/(\nu_O+k_sr)$, and hence

$$
s=S\,\frac{k_sr}{\nu_O+k_sr}. \tag{3}
$$

At fixed $x$, $s$ does not decrease with $r$, and by (1) $n$ increases with $r$. The total CF$_3$ loss $s+k_rnr+\nu_Rr$ thus grows strictly from zero without limit and equals $G$ at one value of $r$.

## When the first oxygen helps

In pure CF$_4$, $s=0$. Mark densities there by a subscript 0 and define

$$
\beta=\frac{k_rn_0}{\nu_R},\qquad
\eta=\frac{k_sr_0}{\nu_O+k_sr_0}.
$$

Here $\beta$ compares recombination with the other CF$_3$ losses, and $\eta$ is the fraction of the first O atoms that capture a CF$_3$.

Let a prime denote $d/dx$ at $x=0$. Since $S(0)=0$, differentiating (3) leaves just the change of $S$, so $s'=2\nu_oN\eta$. Equation (1) gives

$$
\nu_Rr'=\nu_Fn'-2s'.
$$

The derivative of the CF$_3$ balance is

$$
-\nu_dN=s'+k_rr_0n'+(k_rn_0+\nu_R)r'.
$$

Since $k_rn_0+\nu_R=\nu_R(1+\beta)$, inserting $\nu_Rr'$ yields

$$
-\nu_dN=s'+k_rr_0n'+(1+\beta)(\nu_Fn'-2s').
$$

The coefficient of $s'$ is $1-2(1+\beta)=-(1+2\beta)$. Moving terms gives

$$
n'(0)=N\,\frac{2\nu_o\eta(1+2\beta)-\nu_d}
{k_rr_0+\nu_F(1+\beta)}. \tag{4}
$$

The denominator is positive. Fluorine initially rises if

$$
2\nu_o\eta(1+2\beta)>\nu_d, \tag{5}
$$

and initially falls if the inequality is reversed. At equality the slope alone does not decide.

The factor $1+2\beta$ combines two effects of a capture. To separate them, imagine that capture removed CF$_3$ without releasing F. Equation (1) would become $\nu_Fn=s+\nu_Rr$, and the last bracket above would contain $s'$ instead of $2s'$. The coefficient of $s'$ would be $1-(1+\beta)=-\beta$, so the gain factor would be $\beta$. Removing the recombination partner thus contributes $\beta$, and the released atom contributes the remaining $1+\beta$. If there is no recombination, $\beta=0$, and release alone must overcome dilution.

## Why there is no second rise

An initial slope does not determine the rest of the curve. To do that, ask how many values of $x$ can give the same fluorine density $n>0$.

From (1), $s=(\nu_Fn-\nu_Rr)/2$. Put this into the CF$_3$ balance:

$$
\nu_dN(1-x)=k_rnr+\tfrac12\nu_Rr+\tfrac12\nu_Fn. \tag{6}
$$

At fixed $n$, $x$ is therefore a linear function of $r$. Next, put $o=s/(k_sr)$ into the O balance and multiply by $k_sr$:

$$
2\nu_oNx\,k_sr=\tfrac12(\nu_O+k_sr)(\nu_Fn-\nu_Rr).
$$

With $x$ from (6), both sides are at most quadratic in $r$. They are not identical, because at $r=0$ the left side is zero and the right side is $\nu_O\nu_Fn/2$. At most two values of $r$ are possible, and each fixes one $x$. A given fluorine density is reached at most twice.

Now suppose that $n$ fell and later rose again. There would be points $x_1<x_2<x_3$ with $n(x_2)$ below both $n(x_1)$ and $n(x_3)$. Pick a density between $n(x_2)$ and the smaller of the other two. The continuous curve crosses it between $x_1$ and $x_2$, and again between $x_2$ and $x_3$. It crosses it a third time after $x_3$, because without CF$_4$ there is no fluorine and $n(1)=0$. Three crossings are impossible, and so is a flat stretch.

Within this model the curve therefore either falls throughout or rises to one maximum and then falls. Tests on 300 random parameter sets agreed with the slope (4) and found no more than one turning point on the grid. Of these sets, 151 rose first and 149 fell throughout.

## Why the fall needs dilution

Imagine adding oxygen while holding the CF$_4$ density, and hence $G$, fixed. For a given $r$, a larger $S$ increases $s$ and $n$, and with them the total CF$_3$ loss. To keep that loss equal to $G$, $r$ must fall. Solving (6) for $n$, with its left side written as $G$, gives

$$
n=\frac{G-\tfrac12\nu_Rr}{\tfrac12\nu_F+k_rr}.
$$

As $r$ falls, the numerator grows and the denominator shrinks, so $n$ rises. Since $s$ cannot exceed $G$, equation (3) forces $r\to0$ as $S\to\infty$, and $n$ approaches $2G/\nu_F$. Without dilution there is saturation but no fall.

The rise, in turn, needs capture. If $k_s=0$, oxygen is an inert diluent. Then $r=\nu_Fn/\nu_R$, and the CF$_3$ balance becomes

$$
G=\frac{k_r\nu_F}{\nu_R}n^2+\nu_Fn.
$$

The right side increases with $n$, so $n$ falls with $G$. When recombination dominates, $n\propto\sqrt G$, which is slower than proportional dilution.

## A formula for the maximum

Near the maximum, $\nu_Rr$ may be negligible both beside $2s$, because oxygen leaves little CF$_3$, and beside $R$, because $k_rn\gg\nu_R$. Then $n=2s/\nu_F$. The O balance gives $o=(S-s)/\nu_O$, and the definition of $s$ gives $r=s/(k_so)$. The CF$_3$ balance becomes

$$
G-s=k_rnr=k_r\,\frac{2s}{\nu_F}\,\frac{s\,\nu_O}{k_s(S-s)},
$$

or

$$
(G-s)(S-s)=\varepsilon s^2,\qquad
\varepsilon=\frac{2k_r\nu_O}{k_s\nu_F}. \tag{7}
$$

The number $\varepsilon$ measures how far the mixture is from the tent. It is small if capture is fast compared with recombination, or if O survives much longer than F.

Write $G=g(1-x)$ and $S=hx$, with $g=\nu_dN$ and $h=2\nu_oN$. At the maximum $ds/dx=0$, so differentiating (7) gives

$$
-g(S-s)+h(G-s)=0.
$$

Thus $G-s=(g/h)(S-s)$. Substitution in (7) and taking positive roots gives

$$
S-s=s\sqrt{\frac{\varepsilon h}{g}},\qquad
G-s=s\sqrt{\frac{\varepsilon g}{h}}.
$$

Now use $G/g+S/h=(1-x)+x=1$. The maximum capture rate and its position are

$$
s_m=\left[\frac1g+\frac1h+2\sqrt{\frac{\varepsilon}{gh}}\right]^{-1},
\qquad
x_m=s_m\left[\frac1h+\sqrt{\frac{\varepsilon}{gh}}\right], \tag{8}
$$

with $n_m=2s_m/\nu_F$. This single stationary point is a maximum because $s$ vanishes at both ends and is positive between them.

For $\varepsilon\to0$, $x_m\to g/(g+h)$, the top of the tent. In the opposite limit the square roots dominate and $x_m\to1/2$, whatever the dissociation frequencies. Equation (7) then reads $s^2\approx GS/\varepsilon$, which is proportional to $x(1-x)$: most CF$_3$ recombines and most O is lost without a capture, so $G-s\approx G$ and $S-s\approx S$. This second limit also requires that $\nu_Rr$ stay small beside $2s$.

## Reading a worked example

Take round model parameters at 50 Pa and 400 K, where $N=9.054\times10^{21}\ \mathrm{m^{-3}}$. Let $\nu_d=\nu_o=0.5\ \mathrm{s^{-1}}$, $\nu_F=\nu_R=\nu_O=20\ \mathrm{s^{-1}}$, $k_r=1.0\times10^{-17}$ and $k_s=3.0\times10^{-17}\ \mathrm{m^3\,s^{-1}}$. They represent no particular reactor. SI units are natural here.

Pure CF$_4$ gives $n_0=r_0=2.03\times10^{19}\ \mathrm{m^{-3}}$. Hence

$$
\beta=\frac{(1.0\times10^{-17})(2.03\times10^{19})}{20}=10.15,
\qquad \eta=\frac{609}{20+609}=0.968.
$$

The left side of (5) is $2(0.5)(0.968)(1+20.3)=20.6\ \mathrm{s^{-1}}$, far above $\nu_d=0.5\ \mathrm{s^{-1}}$. The first oxygen is so effective because 91% of the CF$_3$ was recombining.

| $x$ | $n$ ($10^{20}$ m$^{-3}$) | CF$_3$ captured | CF$_3$ recombined | $Y$ |
|---:|---:|---:|---:|---:|
| 0 | 0.203 | 0 | 0.910 | 0.090 |
| 0.10 | 0.814 | 0.190 | 0.790 | 0.400 |
| 0.405 | 1.705 | 0.631 | 0.365 | 1.266 |
| 0.80 | 0.833 | 0.919 | 0.080 | 1.839 |

Fluorine rises by a factor 8.4 and then falls, although the yield is still improving. From the maximum to $x=0.8$ the yield grows by $1.839/1.266=1.45$, while the CF$_4$ fraction shrinks by $0.200/0.595=0.336$. Their product, 0.49, is the ratio of the two fluorine densities.

The budget $\nu_Fn=G+s-R$, divided by $N$, shows the same turn in $\mathrm{s^{-1}}$. From zero oxygen to the maximum the change is

$$
\underbrace{-0.2024}_{\text{dilution}}
+\underbrace{0.1877}_{\text{release}}
+\underbrace{0.3466}_{\text{less recombination}}=0.3319 .
$$

From the maximum to $x=0.8$ it is $-0.198-0.096+0.101=-0.193$. The release term now falls too, because fewer CF$_3$ radicals are born. The remaining reduction of recombination roughly offsets that loss, but not the direct loss of F production.

For (8), $\varepsilon=2/3$, $g/N=0.5\ \mathrm{s^{-1}}$ and $h/N=1\ \mathrm{s^{-1}}$. Therefore

$$
\frac{s_m}{N}=\frac1{2+1+2(1.155)}=0.1883\ \mathrm{s^{-1}},\qquad
x_m=0.1883(1+1.155)=0.406 .
$$

The fluorine density is $2(0.1883)N/20=1.705\times10^{20}\ \mathrm{m^{-3}}$, in agreement with the full solution to the digits given. The neglected term $\nu_Rr$ is about 0.3% of $2s$ and 1% of $R$ there. The ideal tent would peak at $x=1/3$ with $n=N/30=3.0\times10^{20}\ \mathrm{m^{-3}}$. In this example imperfect capture lowers the top and, as (8) predicts, moves it towards one half. That shift lasts only while $\nu_Rr$ is negligible. If $k_s$ is reduced further, the maximum lies near $x=0.45$ at a tenth of its value, returns to $x=0.10$ at a thousandth, and then disappears.

Switching off one process at a time separates the causes:

- Without capture, fluorine falls throughout. At $x=0.4$ it retains 76% of its initial value, close to $\sqrt{0.6}=0.77$.
- Without F release, the maximum is still 4.8 times the pure-CF$_4$ density. Suppressed recombination alone can produce a large rise.
- Without recombination, the rise is a factor 1.29. It must stay below 2, because $Y$ starts at one. Pure CF$_4$ would then hold $2.26\times10^{20}\ \mathrm{m^{-3}}$, more than the real maximum of the example: with these parameters, oxygen recovers only part of what recombination takes.
- Without dilution, fluorine keeps rising towards $4.5\times10^{20}\ \mathrm{m^{-3}}$. The approach is slow: an O$_2$ density equal to $N$ gives $3.3\times10^{20}\ \mathrm{m^{-3}}$.

The rise can also disappear. With no recombination and $\nu_o=0.1\ \mathrm{s^{-1}}$, the left side of (5) is $0.199\ \mathrm{s^{-1}}$, less than $\nu_d$. Dilution wins from the start.

## What survives in a fuller model

The simple model leaves out further chemistry. A larger one, with variable outflow at constant pressure, includes feed depletion, dissociation of COF$_2$ into CO and 2F, formation of F$_2$ at the wall, pairing of CF$_3$ into C$_2$F$_6$, and dissociation of both products. The uniqueness proof above does not cover it. On a grid of step 0.05 its fluorine density nevertheless has one maximum, at $x=0.40$, with $n=1.74\times10^{20}\ \mathrm{m^{-3}}$. With capture switched off, it falls at each of the five compositions tested. Neither model contains the channel CF$_4\to$CF$_2$+2F or the reactions of O with CF$_2$, which are important in real discharges. With them one dissociation can leave up to four F atoms. The bound $Y<2$, the size of the rise and the position of the maximum therefore belong to the CF$_3$ scheme and are not predictions for a real plasma.

The relative rise is now 4.0, not 8.4. The top has hardly moved, partly by cancellation. At $x=0.40$ the CF$_4$ fraction is 0.548 instead of 0.600. Without pairing and without dissociation of COF$_2$ and F$_2$, the fluorine density there would be $1.55\times10^{20}\ \mathrm{m^{-3}}$, and dissociation of those two products restores the difference. Pure CF$_4$, however, holds $4.33\times10^{19}\ \mathrm{m^{-3}}$, about twice the simple value. Pairing is the main reason: without it, the larger model gives $2.10\times10^{19}\ \mathrm{m^{-3}}$, close to the simple value. With the pairing coefficient $k_p=5.0\times10^{-18}\ \mathrm{m^3\,s^{-1}}$, the simple model's CF$_3$ density would imply a radical loss

$$
\frac{2k_pr_0^2}{N}=\frac{10^{-17}(2.03\times10^{19})^2}{9.054\times10^{21}}
=0.455\ \mathrm{s^{-1}},
$$

as large as recombination itself. At the maximum $r$ is 35 times smaller, and this loss is negligible. Dissociation of F$_2$ matters little: without it, but with pairing, pure CF$_4$ still holds $4.20\times10^{19}\ \mathrm{m^{-3}}$. The factor by which oxygen raises fluorine thus depends strongly on what else removes CF$_3$ in pure CF$_4$.

Transport sets another limit. At the maximum of the simple model, CF$_3$ reacts with O or F at the frequency

$$
k_so+k_rn\approx2950+1710=4.7\times10^3\ \mathrm{s^{-1}},
$$

so it lives about 0.2 ms. With diffusion coefficient $D$ it travels roughly $\sqrt{D/(k_so+k_rn)}$. At this composition F and O live for about 39 and 27 ms and travel much farther. Near pure CF$_4$ their lifetimes are only a few milliseconds. If the discharge is not uniform over all these distances, the local balances must be replaced by diffusion equations with reactions.

Oxygen may also change the electron density and energy, and so $\nu_d$, or the wall, and so $\nu_F$. Equation (2) still holds at each composition, but the condition for a maximum becomes

$$
\frac{Y'}{Y}+\frac{\nu_d'}{\nu_d}-\frac{\nu_F'}{\nu_F}=\frac1{1-x}.
$$

Such changes can move the maximum or add structure that the fixed-frequency model excludes. Nor does the fluorine maximum have to be the maximum of an etch rate, since oxygen can also react with the etched surface. The numerical output below gives the remaining densities and CF$_3$ fates.

## Table of computed values

```
pressure 50 Pa, temperature 400 K, N = 9.054e+21 m^-3
nu_d = 0.5 1/s, nu_o = 0.5 1/s
nu_F = 20.0, nu_R = 20.0, nu_O = 20.0 1/s
k_r = 1.0e-17, k_s = 3.0e-17 m^3/s
K_r = k_r N = 9.0537e+04, K_s = k_s N = 2.7161e+05 1/s
pure CF4: beta = 10.150, eta = 0.9682
rise criterion: gain 20.62 1/s against nu_d 0.50 1/s
initial slope d(n/N)/dx = 0.0472
x | F, CF3, O in m^-3 | CF3 fates: captured, recombined, other | yield Y
0.000 | 2.030e+19 2.030e+19 0.000e+00 | 0.0000 0.9103 0.0897 | 0.0897
0.050 | 4.920e+19 7.587e+18 1.828e+18 | 0.0968 0.8680 0.0353 | 0.2288
0.100 | 8.143e+19 3.955e+18 6.530e+18 | 0.1902 0.7904 0.0194 | 0.3997
0.200 | 1.323e+20 1.724e+18 2.525e+19 | 0.3606 0.6299 0.0095 | 0.7307
0.300 | 1.612e+20 9.595e+17 5.567e+19 | 0.5058 0.4882 0.0061 | 1.0176
0.405 | 1.705e+20 5.765e+17 9.827e+19 | 0.6308 0.3649 0.0043 | 1.2659
0.600 | 1.455e+20 2.432e+17 1.990e+20 | 0.8019 0.1954 0.0027 | 1.6066
0.800 | 8.325e+19 8.648e+16 3.206e+20 | 0.9186 0.0795 0.0019 | 1.8391
0.900 | 4.359e+19 3.764e+16 3.856e+20 | 0.9621 0.0362 0.0017 | 1.9258
budget/N in 1/s: x, G, s, R, nu_F n
0.000  0.5000  0.0000  0.4552  0.0448
0.405  0.2976  0.1877  0.1086  0.3767
0.800  0.1000  0.0919  0.0080  0.1839
numerical maximum: x = 0.4048, n = 1.7054e+20 m^-3
formula maximum: x = 0.4058, n = 1.7052e+20 m^-3
epsilon = 0.6667; maximum / pure-CF4 F density = 8.401
no capture: F(x=0.4)/F(0) = 0.7641, falls throughout
no recombination: F(0) = 2.263e+20 m^-3, peak ratio 1.293 at x = 0.323
no F release: peak ratio 4.829 at x = 0.389
no dilution: F at x=0.4, 0.8 = 2.216e+20, 3.049e+20 m^-3
no dilution: limiting F density = 4.527e+20 m^-3
case without rise (k_r=0, nu_o=0.1 1/s): gain 0.1994 1/s
random sets: 151 rise first, 149 fall throughout
larger model: pump 5.0, wall 15.0, product dissociation 0.5 1/s
larger model: CF3+CF3 coefficient 5.0e-18 m^3/s
larger model: x, F in m^-3, CF4 fraction, COF2 fraction
0.00  4.330e+19  0.9807  0.0000
0.10  8.945e+19  0.8688  0.0136
0.20  1.373e+20  0.7550  0.0228
0.30  1.652e+20  0.6482  0.0277
0.40  1.738e+20  0.5477  0.0292
0.50  1.668e+20  0.4517  0.0280
0.60  1.479e+20  0.3588  0.0249
0.80  8.508e+19  0.1781  0.0144
larger model maximum on grid of step 0.05: x = 0.40, F = 1.738e+20 m^-3
larger model: maximum / pure-CF4 F density = 4.013
larger model, no capture: F(0.4)/F(0) = 0.6969
```
